# Depolarised Oxygen Dipoles on a Square Lattice and the Work-Function Maximum

**Q.** Oxygen adsorbed on a metal usually raises the work function. Twice as many atoms should give twice the rise. Why would the curve bend over?

**A.** Because each atom sits in the field of its neighbours. Take identical atoms on a square lattice of spacing $a$ and density $n=1/a^2$. Each carries a dipole normal to the surface, with its negative end outward. I call its magnitude $p>0$ and measure fields along the dipole, which points from the negative end into the metal. Formulas are in Hartree atomic units, so a charge $q$ has potential $q/r$ and a polarizability is a volume.

Build one dipole from charges $+q$ and $-q$ a distance $\ell$ apart, $p=q\ell$. A neighbour at lateral distance $R$, level with the midpoint, is equally far from both charges, so their lateral fields cancel. Along the dipole direction each charge contributes $-q(\ell/2)/(R^2+\ell^2/4)^{3/2}$, hence

$$E=-\frac{q\ell}{(R^2+\ell^2/4)^{3/2}}\;\to\;-\frac{p}{R^3}\qquad(\ell\ll R).$$

The minus sign means that each dipole weakens its neighbours.

**Q.** The weakened neighbours then produce a weaker field. Where does that end?

**A.** At a self-consistent value. Let $p_0$ be the dipole of an isolated adsorbed atom and $\alpha$ its polarizability along the normal, and assume linear response. All atoms are equivalent, so in the uniform state

$$p=p_0+\alpha E=p_0-\alpha S\,p,\qquad S=\sum_{\mathbf R\neq0}\frac1{R^3}.$$

With $\mathbf R=a(i,j)$ and $a^{-3}=n^{3/2}$,

$$S=C\,n^{3/2},\qquad C={\sum_{i,j}}'\frac1{(i^2+j^2)^{3/2}},$$

where the prime omits $i=j=0$. Collecting the terms in $p$ gives Topping's formula,

$$p=\frac{p_0}{1+x},\qquad x=C\alpha n^{3/2}.$$

**Q.** You have hidden an infinite sum in $C$. Does it converge, and what is its value?

**A.** At large $r$ the sum behaves as $\int 2\pi r\,dr/r^3$, which converges, but a disc of radius $r_c$ misses about $2\pi/r_c$. A faster form starts from the Gamma integral. Since $\int_0^\infty t^{1/2}e^{-\pi r^2t}dt=\Gamma(\tfrac32)/(\pi r^2)^{3/2}$ and $\Gamma(\tfrac32)=\sqrt\pi/2$,

$$\frac1{r^3}=2\pi\int_0^\infty t^{1/2}e^{-\pi r^2t}\,dt .$$

All terms are positive, so sum and integral may be exchanged:

$$C=2\pi\int_0^\infty t^{1/2}\left[\vartheta(t)^2-1\right]dt,\qquad \vartheta(t)=\sum_{k=-\infty}^{\infty}e^{-\pi k^2t}.$$

The Gaussians decay slowly at small $t$. To cure this, consider $f(u)=\sum_k e^{-\pi(k+u)^2t}$, which has period 1. Its Fourier coefficients are

$$c_m=\int_{-\infty}^{\infty}e^{-\pi u^2t-2\pi imu}\,du=t^{-1/2}e^{-\pi m^2/t},$$

because the sum over $k$ joins the unit intervals into the whole line, and completing the square does the integral. Setting $u=0$ in $f(u)=\sum_mc_me^{2\pi imu}$ gives $\vartheta(t)=t^{-1/2}\vartheta(1/t)$.

Now split the integral at $t=1$. In the lower part $\vartheta(t)^2=\vartheta(1/t)^2/t$, so

$$\int_0^1t^{1/2}[\vartheta(t)^2-1]dt=\int_0^1t^{-1/2}[\vartheta(1/t)^2-1]dt+\int_0^1(t^{-1/2}-t^{1/2})dt .$$

The last integral is $2-\tfrac23=\tfrac43$. In the one before it, $t=1/u$ and $dt=-du/u^2$ turn the weight into $u^{-3/2}$ on $1<u<\infty$. Therefore

$$C=2\pi\Big[\tfrac43+{\sum_{i,j}}'J(\pi r^2)\Big],\qquad J(b)=\int_1^\infty(t^{1/2}+t^{-3/2})e^{-bt}dt .$$

Define $K=\int_1^\infty t^{-1/2}e^{-bt}dt=\sqrt{\pi/b}\,\mathrm{erfc}\sqrt b$, from the substitution $t=v^2/b$. Integrating by parts, the two pieces of $J$ are $e^{-b}/b+K/(2b)$ and $2e^{-b}-2bK$, so

$$J(b)=e^{-b}\Big(2+\frac1b\Big)+K\Big(\frac1{2b}-2b\Big).$$

The constant $8\pi/3$ gives 8.377580. Adding the four nearest neighbours gives 9.019425, the next four 9.033607, and the converged value is $C=9.033622$. A direct sum over a disc of radius 1000.5 spacings, with the tail $2\pi/r_c$ added, agrees to all these digits.

**Q.** That settles the dipole. How does it become a work function?

**A.** Averaged along the surface, the layer is two sheets of charge density $\mp nq$ separated by $\ell$. The field between them is $4\pi nq$, so the potential step is $4\pi nq\ell=4\pi np$. A leaving electron passes from the positive inner side to the negative outer side, which costs energy. Thus

$$\Delta\phi=4\pi np=\frac{4\pi p_0\,n}{1+C\alpha n^{3/2}} .$$

A mirror-like metal behind the layer does not alter this step at given $p$. The averaged dipole sheet has no field outside itself, so the average charge it induces on the metal is zero.

**Q.** So there is a competition between more dipoles and weaker ones. Where is the balance?

**A.** Differentiate, using $n\,dx/dn=\tfrac32x$:

$$\frac{d}{dn}\frac{n}{1+x}=\frac{1+x-\tfrac32x}{(1+x)^2}=\frac{1-x/2}{(1+x)^2}.$$

This is positive for $x<2$ and negative for $x>2$. Since $x$ grows steadily with $n$, there is one maximum, at

$$x=2,\qquad n^*=\Big(\frac{2}{C\alpha}\Big)^{2/3},\qquad p=\frac{p_0}3,\qquad \Delta\phi^*=\frac{4\pi}{3}n^*p_0 .$$

The position depends on $\alpha$ but not on $p_0$. At low density $\Delta\phi\approx4\pi np_0(1-x)$, so the first correction to the straight line is of order $n^{5/2}$. At high density $\Delta\phi\to4\pi p_0/(C\alpha\sqrt n)$, a slow decline. For $\alpha\to0$ the maximum moves to infinite density and the line stays straight.

**Q.** Infinite density is no help to an experimenter. Does the maximum fall where oxygen atoms can actually sit?

**A.** That needs numbers. Take oxygen in the fourfold hollows of a surface like Ni(100), with rough typical parameters: site spacing $0.25$ nm, $\alpha=0.0025$ nm³, which is of the size of an oxide ion in a solid, and $p_0=0.004\,e\,$nm. The site density is $n_s=16$ nm⁻², and the coverage is $\theta=n/n_s$. At full coverage

$$x_1=C\alpha n_s^{3/2}=9.0336\times0.0025\times64=1.445 .$$

At other coverages $x=x_1\theta^{3/2}$. The condition $x=2$ gives

$$\theta^*=\Big(\frac{2}{1.445}\Big)^{2/3}=1.24 .$$

This exceeds one atom per hollow. The formal maximum, 0.48 eV, therefore lies outside the range of the adsorbed layer.

**Q.** Then is the depolarisation simply negligible here?

**A.** No. Work out half coverage. In these units $\Delta\phi=4\pi(1.440\text{ eV nm})\,np$, with $p$ in $e\,$nm. Without depolarisation,

$$4\pi\times1.440\times8\times0.004=0.579\text{ eV}.$$

With $x=1.445\times0.5^{3/2}=0.511$ the dipole falls to $p_0/1.511=0.662\,p_0$, and the change to $0.383$ eV. The same steps give $0.245$ eV at $\theta=1/4$ and $0.474$ eV at $\theta=1$, against undepolarised values of $0.290$ and $1.158$ eV. The curve bends strongly without turning over.

**Q.** Perhaps your polarizability is too small. How large must it be?

**A.** Solve $x=2$ for $\alpha$ at a chosen coverage: $\alpha=2/[C(n_s\theta)^{3/2}]$. A maximum at $\theta=1$ needs $0.0035$ nm³, a moderate increase. A maximum at $\theta=1/2$ needs $0.0098$ nm³, about four times the value used. With that value $x$ would reach $5.66$ at full coverage, beyond the stability limit of $3.41$ derived below, so the linear model could not then describe the full layer.

**Q.** You placed the atoms in front of a metal and then forgot its image charges.

**A.** I left out the neighbours' images. The atom's own image is already in $p_0$ and $\alpha$. Suppose the atom without its image has dipole $p_b$ and polarizability $\alpha_b$, and its image returns a field $gp$. Then $p=p_b+\alpha_b(E+gp)$, so

$$p=\frac{p_b+\alpha_bE}{1-g\alpha_b}\equiv p_0+\alpha E\qquad(g\alpha_b<1).$$

Both constants are rescaled, and the form is unchanged. The value $0.0025$ nm³ must therefore be read as the effective $\alpha$. The comparison with an oxide ion, which has no image, does not fix this value. A point dipole at height $d$ above the mirror plane has $g=2/(2d)^3$. With $\alpha_b=0.0025$ nm³ the effective $\alpha$ is then $0.0031$ nm³ at $d=0.15$ nm and $0.0067$ nm³ at $d=0.10$ nm, and below about $0.085$ nm the condition $g\alpha_b<1$ fails. The value used here is therefore an assumption.

For the neighbours, mirror reflection reverses the charges and also their order along the normal, so the image dipole is parallel to the original. For dipoles at height $d$ above the mirror plane, a neighbour's image is displaced by $z=2d$ along the normal and $R$ along the surface. Its potential is $pz/r^3$ with $r^2=R^2+z^2$, and its field along the dipole is

$$-\frac{\partial}{\partial z}\frac{pz}{r^3}=-\frac p{r^3}+\frac{3pz^2}{r^5}=-p\,\frac{R^2-2z^2}{r^5}.$$

Each term $1/R^3$ in $S$ is therefore replaced by

$$\frac1{R^3}+\frac{R^2-8d^2}{(R^2+4d^2)^{5/2}} .$$

When $d\ll a$ this tends to $2/R^3$. Then $C$ becomes $2C$, and the maximum moves to $2^{-2/3}\times1.24=0.78$, with height $0.30$ eV.

**Q.** So the maximum is inside the layer after all!

**A.** In that limit the formula puts it there, but for point dipoles above the mirror the limit is approached slowly. To first order in $d^2/R^2$ the image term is $(1-18d^2/R^2)/R^3$, and the factor 18 makes even a small height matter. For $d=0.05$ nm, the full image expression, maximised numerically over coverages from 0.05 to 2.5, gives a maximum at $\theta=1.13$, outside again, with height $0.34$ eV. This is an illustration at fixed $\alpha$, not a consistent model of an oxide-like atom. A point dipole at this height has $g=2/(2d)^3=2000$ nm⁻³, so an effective $\alpha$ of $0.0025$ nm³ would require $\alpha_b=\alpha/(1+g\alpha)\approx0.0004$ nm³, far below the value for an oxide ion. Point images are not quantitative so close to the mirror plane, and the position of the maximum depends on both $d$ and $\alpha$. It also depends on how the dipole is built. If $p_0$ comes from charge transfer, an ion of charge $-q$ at height $d$ with its screening charge in the metal and $p_0=qd$, a neighbour's depolarising field from this permanent part is $2p_0/(R^2+4d^2)^{3/2}$. Treating only the induced part as a point dipole with its image, the same $d=0.05$ nm and $\alpha$ put the maximum at $\theta=0.74$, with height $0.31$ eV, inside the layer.

At $\theta=1/2$ the images lower $\Delta\phi$ from $0.383$ eV to $0.286$ eV in the mirror limit and to $0.300$ eV for $d=0.05$ nm. These are reductions of 25% and 22% relative to the imageless value, at fixed $p_0$ and $\alpha$. At these heights the correction is larger than those for disorder and finite dipole length estimated below. It shrinks with height, to 8% at $d=0.15$ nm.

**Q.** I have a more basic objection. Oxygen atoms occupy hollows. They do not form a square lattice whose spacing shrinks smoothly as gas is admitted.

**A.** That is the main restriction on the result. The coverages $1/4$, $1/2$ and $1$ are true square lattices of hollows, so the formula applies to perfect order there. Between them it describes an imagined lattice that contracts continuously. For atoms added to fixed sites, a different statement holds.

Let $D_{ij}=1/R_{ij}^3$ for different occupied sites and $D_{ii}=0$. The induction energy is

$$U=\sum_i\frac{(p_i-p_0)^2}{2\alpha}+\frac12\sum_{i,j}D_{ij}p_ip_j .$$

Setting $\partial U/\partial p_i=0$ gives $\sum_jA_{ij}p_j=p_0$, with $A=1+\alpha D$. This stationary point is a stable minimum if $A$ is positive definite. Let $\mathbf e$ be the vector of ones and $\mathbf u=A^{-1}\mathbf e$. The total dipole is then $p_0\,\mathbf e^T\mathbf u$.

Now add an atom without moving the others. Let $\mathbf b$ hold its couplings $\alpha/R^3$ to the old atoms, and let $c=1$ be its diagonal element. With $\mathbf v$ the old dipoles and $w$ the new one, in units of $p_0$,

$$A\mathbf v+\mathbf b\,w=\mathbf e,\qquad \mathbf b^T\mathbf v+cw=1 .$$

The first equation gives $\mathbf v=\mathbf u-\mathbf h\,w$, with $\mathbf h=A^{-1}\mathbf b$. The second then gives $w=(1-\mathbf b^T\mathbf u)/(c-\mathbf b^T\mathbf h)$. Because $A$ is symmetric, $\mathbf e^T\mathbf h=\mathbf b^T\mathbf u$, and the new total is

$$\mathbf e^T\mathbf v+w=\mathbf e^T\mathbf u+w(1-\mathbf b^T\mathbf u)=\mathbf e^T\mathbf u+\frac{(1-\mathbf b^T\mathbf u)^2}{c-\mathbf b^T\mathbf h}.$$

The denominator is the quadratic form of the enlarged matrix for the vector $(-\mathbf h,1)$, namely $\mathbf h^TA\mathbf h-2\mathbf b^T\mathbf h+c=c-\mathbf b^T\mathbf h$. It is positive when the enlarged layer is stable. The added term cannot be negative, so within this linear model filling fixed sites never lowers $\Delta\phi$ while the layer is stable. The proof needs the permanent and induced parts of the dipole to share the same couplings. It does not cover the ion with its screening charge described above: for $d=0.10$ nm and $\alpha=0.0067$ nm³ that layer gives $0.164$ eV at half coverage and $0.145$ eV at full coverage, although the full layer is stable.

**Q.** Stable against what? And is your maximum at $x=2$ itself stable?

**A.** The danger is a pattern in which neighbouring dipoles change in opposite senses. For a checkerboard pattern the lattice sum carries signs $(-1)^{i+j}$. It equals twice the sum over sites with $i+j$ even, minus the full sum. The even sites form a square lattice of spacing $\sqrt2$, so

$${\sum_{i,j}}'\frac{(-1)^{i+j}}{r^3}=\frac{2C}{2^{3/2}}-C=-C\Big(1-\frac1{\sqrt2}\Big).$$

The corresponding eigenvalue of $A$ is $1-x(1-1/\sqrt2)$, which is positive for

$$x<\frac{1}{1-1/\sqrt2}=2+\sqrt2=3.41 .$$

The value $x=2$ satisfies this. In a periodic cell of $12\times12$ sites, diagonalization showed the checkerboard to be the softest of the 144 modes. I have not proved this for every wavelength.

The same limit appears when half and full coverage are compared. With $x_1$ the value at full coverage, filling the second half of the sites raises $\Delta\phi$ if

$$\frac1{1+x_1}>\frac{1/2}{1+x_1/2^{3/2}}\iff\frac12>\frac{x_1}2\Big(1-\frac1{\sqrt2}\Big)\iff x_1<2+\sqrt2 .$$

**Q.** Show me a case where Topping's curve goes down but the filling does not.

**A.** Choose $x_1=3$. The contracting lattice has its maximum at $\theta=(2/3)^{2/3}=0.763$. There $\theta p/p_0=0.2544$, and it falls to $0.2500$ at full coverage. In the periodic $12\times12$ cell, sites were filled one by one in three random orders, with all dipoles solved anew each time. Every added atom raised the total dipole, the smallest gain being $1.8\times10^{-4}p_0$. Both routes end at the same full layer. The fall belongs to the rearrangement of atoms that the contracting lattice assumes.

This also answers your point about images. In the mirror limit every coupling doubles, so $x_1=2.89$, still below 3.41. The formula has a maximum at $\theta=0.78$, yet filling the hollows would not lower $\Delta\phi$.

**Q.** What if the half-filled layer is disordered?

**A.** If each site is occupied independently with probability $\theta$, the mean neighbour sum is $\theta Cn_s^{3/2}$, not $\theta^{3/2}Cn_s^{3/2}$. In a mean-field estimate, where every atom feels this average,

$$\Delta\phi\approx\frac{4\pi n_sp_0\,\theta}{1+x_1\theta},$$

whose derivative is proportional to $1/(1+x_1\theta)^2$, so it has no maximum. At $\theta=1/2$ it gives $0.579/1.723=0.336$ eV. Solving 200 random half-filled cells without the mean-field step gives $0.341$ eV, 11% below the ordered layer. Random occupation puts some atoms closer together than the ordered half layer does, which increases the mean depolarising sum.

**Q.** Surely the dipoles repel and order themselves.

**A.** Their repulsion is too weak. What matters is the cost of putting two atoms closer together than the ordered pattern does. In adjacent hollows, $0.25$ nm apart, even two undepolarised dipoles repel by only $p_0^2/R^3=1.440\times0.004^2/0.25^3$ eV, or $1.5$ meV, while $kT$ at 300 K is $26$ meV. In the ordered quarter layer, with neighbours $0.50$ nm apart, the energy per pair is just $0.13$ meV. Doubling the repulsion through images would not close this gap. Order at room temperature needs some other interaction, which this model does not contain.

**Q.** And the point dipoles? An atom is not a point compared with $0.25$ nm.

**A.** Replace each point dipole by two charges $0.10$ nm apart. At half coverage this lowers $S$ by 3.2% if $S$ is taken from the interaction energy of two such pairs, and by 1.65% if it is taken from the field at the midpoint derived at the start. Since $x/(1+x)=0.34$ there, $\Delta\phi$ rises by about 1% or 0.6%. Linear response is harder to judge. The depolarising field is $0.78$ V/nm and removes a third of the dipole, but the model has no nonlinear polarizability from which to estimate the error.

**Q.** What, then, may I conclude about real oxygen on nickel?

**A.** The site spacing is close to that of Ni(100), where oxygen forms ordered layers at quarter and half coverage, and oxide forms on further exposure to oxygen. The dipole and polarizability are rough values, so the results in eV are estimates of size. The range $1/2<\theta\le1$ is a continuation of the model, since the real surface oxidises instead of simply filling all its hollows. That breaks the assumption of fixed, identical adsorbates, and the model cannot say by how much the work function then moves.

With these parameters depolarisation accounts for a flattening, but not for a fall near half coverage. If a fall is measured there, I would suspect oxygen moving below the outer metal atoms, which could shrink its dipole or even reverse it. That is a conjecture, not a result of this calculation. Most of the values behind these estimates are listed in the numerical output.

## Values computed for the example and the checks

```
C, constant term only            8.377580
C, with 4 nearest neighbours     9.019425
C, with 8 neighbours             9.033607
C, converged series              9.03362168
C, direct sum with tail          9.03362167
C, zeta-function product         9.03362168
potential step / (4 pi n p)      1.000000
site spacing                     0.25 nm
site density                     16.0 nm^-2
polarizability alpha             0.0025 nm^3
isolated dipole p0               0.0040 e nm
e^2/(4 pi eps0)                  1.43996 eV nm
x at full coverage               1.4454
theta 0.25: x 0.1807, p/p0 0.8470, change 0.2452 eV, bare 0.2895 eV
theta 0.50: x 0.5110, p/p0 0.6618, change 0.3832 eV, bare 0.5790 eV
theta 1.00: x 1.4454, p/p0 0.4089, change 0.4736 eV, bare 1.1581 eV
peak coverage, formula           1.2417
peak coverage, numerical search  1.2417
peak density                     19.868 nm^-2
peak work-function change        0.4793 eV
alpha for peak at theta 1.0      0.00346 nm^3
alpha for peak at theta 0.5      0.00978 nm^3
mirror limit: peak coverage      0.7822
mirror limit: peak change        0.3020 eV
image height tried               0.05 nm
that height: peak coverage       1.127
that height: peak change         0.3374 eV
theta 0.5, images at 0.00 nm     0.2864 eV
theta 0.5, images at 0.05 nm     0.2998 eV
theta 0.5, random sites          0.3410 eV
  standard error of that mean    0.0003 eV
finite dipole length tried       0.10 nm
  its change of S at theta 0.5   -3.20 %
depolarising field, theta 0.5    0.779 V/nm
neighbour repulsion, theta 0.25  0.1322 meV
kT at 300 K                     25.85 meV
stability limit of x             3.4142
fixed-site test: x at full       3.00
  lowest response eigenvalue     0.12132
  smallest gain per added atom   1.81e-04 p0
  square-lattice peak coverage   0.7631
  theta p/p0 at peak, at full    0.2544, 0.2500
```
